# Density of states near a three-dimensional saddle with one negative mass

Take a band whose energy near one point of the Brillouin zone is

$$E(\mathbf k)=E_0+\frac{\hbar^2}{2m}\left(k_1^2+k_2^2-k_3^2\right),\qquad |k_3|<K ,$$

with $\mathbf k$ measured from that point and $m>0$. The energy rises along two directions and falls along the third, so the point is a saddle with one negative mass. The cutoff $K$ keeps the number of states below a given energy finite.

Cut the region into planes of fixed $k_3$. In one plane the lowest energy is $e(k_3)=E_0-\hbar^2k_3^2/2m$, and the states below an energy $E$ fill a disc with $k_1^2+k_2^2<2m(E-e)/\hbar^2$. Its area is $2\pi m(E-e)/\hbar^2$ if $E>e$, and zero otherwise. A crystal of unit volume has $1/(2\pi)^3$ states per unit volume of $\mathbf k$ space for each spin. With both spins counted, the number of states below $E$ is

$$N(E)=\frac{2}{(2\pi)^3}\int_{e(k_3)<E}\frac{2\pi m}{\hbar^2}\,[E-e(k_3)]\,dk_3 .$$

The density of states is $g=dN/dE$. The limits of the integral move with $E$, but the integrand vanishes at a moving limit, so the motion adds nothing to the derivative. What remains is

$$g(E)=\frac{m}{2\pi^2\hbar^2}\,L(E),$$

where $L(E)$ is the total length of $k_3$ on which $e(k_3)<E$. Each plane is a two-dimensional electron gas, which contributes a constant density as soon as $E$ passes its minimum.

The highest of these minima is $E_0$. For $E>E_0$ every plane contributes, $L=2K$, and $g$ is constant. For $E<E_0$ a plane contributes if $k_3^2>2m(E_0-E)/\hbar^2$. A central interval is then missing, and

$$L(E)=2K-\frac{2\sqrt{2m(E_0-E)}}{\hbar},\qquad 0<E_0-E<\frac{\hbar^2K^2}{2m}.$$

Going down in energy from the saddle, the density of states therefore drops as a square root. Going up, it is flat. In terms of constant-energy surfaces, a single sheet with a neck exists above $E_0$; the neck closes at $E_0$, and below it there are two separate sheets with a gap between them. The missing interval is the width of that gap.

Now let the three masses differ:

$$E=E_0+\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}-\frac{k_3^2}{m_3}\right),\qquad m_1,m_2,m_3>0 .$$

The symbol $m_3$ is the magnitude of the negative mass. The disc becomes an ellipse with semi-axes $\sqrt{2m_1(E-e)}/\hbar$ and $\sqrt{2m_2(E-e)}/\hbar$, whose area is $2\pi\sqrt{m_1m_2}\,(E-e)/\hbar^2$. The missing interval has length $2\sqrt{2m_3(E_0-E)}/\hbar$. The loss of density below the saddle is thus

$$\frac{\sqrt{m_1m_2}}{2\pi^2\hbar^2}\cdot\frac{2\sqrt{2m_3}}{\hbar}\sqrt{E_0-E}=A\sqrt{E_0-E},$$

$$A=\frac{1}{2\pi^2}\left(\frac{2}{\hbar^2}\right)^{3/2}\sqrt{m_1m_2m_3}.$$

The two forms agree because $2\sqrt2=2^{3/2}$. Several equivalent saddles add their losses.

The same coefficient governs a band minimum with masses $m_1,m_2,m_3$. There the states within $\varepsilon$ of the minimum fill an ellipsoid of volume $\frac{4\pi}{3}(2/\hbar^2)^{3/2}\sqrt{m_1m_2m_3}\,\varepsilon^{3/2}$. Multiplying by $2/(2\pi)^3$ and differentiating gives $g=A\sqrt{\varepsilon}$. A saddle with two negative masses follows by reversing the sign of the energy: its square-root drop lies above the saddle energy, and its flat side lies below.

The flatness above $E_0$ needs care, because it depends on how the region was cut off. Return to equal masses, but keep the states inside a sphere $|\mathbf k|<K$. Write $x=2m(E-E_0)/\hbar^2$. On the surface of energy $E$ one has $k_1^2+k_2^2=x+k_3^2$, so the surface lies inside the sphere if $x+2k_3^2<K^2$. The outer limit of $k_3$ is now $\sqrt{(K^2-x)/2}$ instead of $K$, and

$$g=\frac{m}{2\pi^2\hbar^2}\times\begin{cases}\sqrt{2(K^2-x)}, & 0<x<K^2,\\[2pt] \sqrt{2(K^2-x)}-2\sqrt{-x}, & -K^2<x<0.\end{cases}$$

The first term has a finite slope at $x=0$ and passes smoothly through it. The second term is the same as before. The statement that does not depend on the cutoff is

$$g(E)=\begin{cases}B(E), & E>E_0,\\ B(E)-A\sqrt{E_0-E}+O\big((E_0-E)^{3/2}\big), & E<E_0,\end{cases}$$

with $B$ smooth through $E_0$. The singular part is flat above the saddle; the total density may slope.

This form holds for a general smooth band, provided that the three second derivatives at the saddle are nonzero, that no other critical point lies at $E_0$, and that no other band touches this one there. To show it, take axes along which the matrix of second derivatives is diagonal, and call the displacement along the negative direction $\kappa$. At fixed $\kappa$, seek the point where $\partial E/\partial k_1=\partial E/\partial k_2=0$. The transverse second derivatives are positive at the saddle, so by the implicit function theorem these equations have a smooth solution $p_1(\kappa),p_2(\kappa)$ near $\kappa=0$, and it is a minimum within the plane. Let $e(\kappa)$ be the energy there. Since the transverse derivatives vanish on this path, $e'(\kappa)=\partial E/\partial k_3$. Differentiating once more at $\kappa=0$ gives

$$e''(0)=E_{33}+E_{31}p_1'(0)+E_{32}p_2'(0)=E_{33}=-\frac{\hbar^2}{m_3},$$

where subscripts denote second derivatives and the mixed ones vanish by the choice of axes.

Next consider one plane, with polar coordinates $r,\theta$ about its minimum. There $E-e=r^2a(r,\theta)$ with $a$ smooth and positive for small $r$. Define $s=r\sqrt{a(r,\theta)}$, so that $s^2=E-e$. Because $ds/dr=\sqrt a>0$ at $r=0$, this can be inverted to a smooth function $r=R(s,\theta)$, for small $s$ of either sign. The coordinates $(-r,\theta)$ and $(r,\theta+\pi)$ name the same point, hence $R(-s,\theta)=-R(s,\theta+\pi)$. The area enclosed by the energy contour,

$$S=\frac12\int_0^{2\pi}R(s,\theta)^2\,d\theta ,$$

is therefore unchanged when $s\to-s$. Its expansion contains even powers of $s$, so $S$ is a smooth function of $w=s^2=E-e$ and can be continued smoothly to small negative $w$. The density contributed by the plane is a step at $w=0$ times the smooth function

$$h(w,\kappa)=\frac{2}{(2\pi)^3}\frac{\partial S}{\partial w},\qquad h(0,0)=\frac{\sqrt{m_1m_2}}{2\pi^2\hbar^2}.$$

Sum the planes with $|\kappa|<K$, for a small fixed $K$. States outside this region add a smooth function of energy: the energy surfaces there have no critical point, and they cross the end planes $\kappa=\pm K$ at an angle, because $w>0$ on them. Above $E_0$ all planes contribute, and the integral of $h(E-e(\kappa),\kappa)$ over $|\kappa|<K$ is smooth in $E$. Together with the outside part it defines $B(E)$, also for $E$ slightly below $E_0$ through the continuation of $h$.

Below $E_0$, set $q=\sqrt{E_0-E}$. The planes to be removed lie between the two roots of $e(\kappa)=E$. Since $E_0-e(\kappa)=(\hbar^2\kappa^2/2m_3)(1+\alpha\kappa+\dots)$, with $\alpha$ a constant, its signed square root is a smooth invertible function of $\kappa$. The roots are then $\psi(q)$ and $\psi(-q)$, with $\psi$ smooth and $\psi(q)=\sqrt{2m_3}\,q/\hbar+O(q^2)$. The removed density is

$$J(q)=\int_{\psi(-q)}^{\psi(q)}h\big(E_0-q^2-e(\kappa),\kappa\big)\,d\kappa .$$

Replacing $q$ by $-q$ exchanges the limits and leaves the integrand alone, so $J$ is odd. Its expansion starts with $h(0,0)\,2\sqrt{2m_3}\,q/\hbar=Aq$, and the next term is of order $q^3$. This is the stated result. Cubic terms in the band do not change $A$.

The slopes on the two sides differ strongly. Just above the saddle $dg/dE=B'(E_0)$, which is finite. Just below, $dg/dE\simeq B'(E_0)+A/(2\sqrt{E_0-E})$, which grows without limit. The density itself is continuous, and the saddle shows up as a kink.

A complete crystal band gives a test in which the background is not chosen by hand. Take

$$E=-2(t_x\cos k_x+t_y\cos k_y+t_z\cos k_z),$$

with unit lattice spacings and $t_x,t_y,t_z=1.0,\,0.7,\,0.5$ in units of $t_x$. Near $k_z=\pi$, with $k_z=\pi+\kappa$, the last term is $+2t_z\cos\kappa\simeq2t_z-t_z\kappa^2$, while the other two have minima at zero. This is a saddle with one negative mass at $E_0=-2(1.0+0.7-0.5)=-2.4$. Comparing coefficients gives $\hbar^2/2m_i=t_i$. For one spin, half of the previous coefficient applies:

$$A=\frac{1}{4\pi^2\sqrt{t_xt_yt_z}}=\frac{1}{39.48\times0.5916}=0.0428 .$$

To isolate the kink, form

$$2g(E_0)-g(E_0+d)-g(E_0-d)=A\sqrt d+O(d^{3/2}).$$

The slope of $B$ cancels, and its curvature enters at order $d^2$. Integration over the whole zone, with $d=0.001$, gives $A=0.042815$ against $0.042816$ from the formula. Comparing $d=0.001$ with $d=0.004$ gives the exponent $0.4999$. The saddle at $k_y=\pi$, with $E_0=-1.6$, gives $0.042813$ and $0.4998$, and the band minimum gives $0.042824$. The same coefficient thus appears at all three energies. Just above the two saddles the slope is $0.027$ and $0.011$, respectively: finite but not zero, as the background allows.

Copper, the common interconnect metal, offers a physical case. Its Fermi surface has necks that cross the hexagonal faces of the Brillouin zone. At the centre L of such a face, below the Fermi level, the band rises along the face and falls along the normal. There are eight hexagonal faces, but opposite centres differ by a reciprocal lattice vector and are the same point, so there are four saddles. Rough inputs are a lattice constant $a=0.36$ nm, a gap of 5 eV between the two sp levels at L, a saddle 0.9 eV below the Fermi level, and a neck radius $k_n=2.6\ \mathrm{nm^{-1}}$.

With $c_0=\hbar^2/2m_e=0.0381\ \mathrm{eV\,nm^2}$, a parabola through the saddle and the neck edge gives the transverse mass

$$\frac{m_\perp}{m_e}=\frac{c_0k_n^2}{0.9\ \mathrm{eV}}=\frac{0.0381\times6.76}{0.9}=0.286 .$$

For the normal direction, mix the two plane waves with wave numbers $G/2+\kappa$ and $-G/2+\kappa$, where $G/2=\sqrt3\pi/a=15.1\ \mathrm{nm^{-1}}$ is the distance from the zone centre to L. Let $U=2.5$ eV, half the gap, be their coupling, and let $\lambda=c_0(G/2)^2=8.70$ eV. The diagonal energies have mean $\lambda+c_0\kappa^2$ and half-difference $c_0G\kappa$, whose square is $4\lambda c_0\kappa^2$. The lower level is

$$\lambda+c_0\kappa^2-\sqrt{U^2+4\lambda c_0\kappa^2}\simeq\lambda-U+c_0\kappa^2\left(1-\frac{2\lambda}{U}\right).$$

The bracket equals $-m_e/m_3$, so

$$\frac{m_3}{m_e}=\frac{1}{2\times8.704/2.5-1}=0.168 .$$

Since $(2m_e/\hbar^2)^{3/2}=c_0^{-3/2}$, the four saddles together have

$$A=\frac{4}{2\pi^2}\,c_0^{-3/2}\,\frac{m_\perp}{m_e}\sqrt{\frac{m_3}{m_e}}=3.2\ \mathrm{eV^{-3/2}\,nm^{-3}},$$

or $5.0\times10^{55}\ \mathrm{J^{-3/2}\,m^{-3}}$. The volume per atom is $a^3/4=0.01166\ \mathrm{nm^3}$, which makes $A=0.037\ \mathrm{eV^{-3/2}}$ per atom. At 0.1 eV below the saddle the loss is $0.03725\times\sqrt{0.1}=0.0118$ states per eV and atom.

For scale, one free electron per atom at the same density has a Fermi energy $E_F=7.09$ eV. Its number of states grows as $E^{3/2}$, so its density of states at that energy is $3/(2E_F)=0.212$ per eV and atom. Relative to this, the loss given by the square-root law is 5.6% at 0.1 eV below the saddle and about 12% at 0.5 eV.

The two-wave level also shows where the square root stops being accurate. Put $y=c_0\kappa^2$ and ask where the level lies $d$ below the saddle. The condition $y+U+d=\sqrt{U^2+4\lambda y}$, squared, becomes

$$y^2-(D-2d)\,y+2Ud+d^2=0,\qquad D=4\lambda-2U=29.8\ \mathrm{eV}.$$

To lowest order $y_0=2Ud/D$, which is the square-root law. To the next order $y=y_0\,[1+d/2U+2d/D+2Ud/D^2]$. The missing length goes as $\sqrt y$, so the loss exceeds the square-root law by the fraction

$$d\left(\frac{1}{4U}+\frac1D+\frac{U}{D^2}\right)=0.136\ \mathrm{eV^{-1}}\times d .$$

Counting states in the two-wave band, with the transverse mass held fixed, gives an excess of 1.4% at 0.1 eV and 6.9% at 0.5 eV, in line with this estimate. In real copper the transverse mass can also change along the normal, so these percentages describe the two-wave band only.

Finite lifetime, or the smearing used in a computed spectrum, rounds the kink. Let each level be a Lorentzian of half width $\gamma$ at half maximum, and let $x=E-E_0$. The loss becomes

$$A\int_0^\infty\frac{\gamma}{\pi}\frac{\sqrt u\,du}{(x+u)^2+\gamma^2}
=-\frac A\pi\,\mathrm{Im}\int_{-\infty}^{\infty}\frac{v^2\,dv}{v^2+z},\qquad z=x+i\gamma,$$

after substituting $u=v^2$ and using $\gamma/[(x+v^2)^2+\gamma^2]=-\mathrm{Im}\,(v^2+z)^{-1}$. The imaginary part is taken before integrating. Writing $v^2/(v^2+z)=1-z/(v^2+z)$, the real 1 drops out, and $\int dv/(v^2+z)=\pi/\sqrt z$ for the root with positive real part. The loss is

$$A\,\mathrm{Im}\sqrt{x+i\gamma}=A\sqrt{\frac{\sqrt{x^2+\gamma^2}-x}{2}} .$$

For $\gamma\to0$ this returns $A\sqrt{-x}$ below the saddle and zero above. At the saddle it equals $A\sqrt{\gamma/2}$, so the rounding shrinks slowly as the smearing is reduced: a fourfold smaller width halves it. With $\gamma=0.05$ eV and the copper coefficient, this formula gives 0.0059 per eV and atom at the saddle and 0.0029 at 0.1 eV above it, where the sharp law gives zero. At 0.1 eV below, the loss is 0.0121, close to the sharp value. The integral extends the square-root law to all depths. More than a quarter of the value at the saddle, and about half of the value at 0.1 eV above, comes from $u>0.5$ eV, where that law is only approximate. This part varies smoothly with energy near the saddle and acts as background, so the two values are not a measure of the rounded kink alone.

These numbers describe a model built on rough copper inputs, not a computed copper band structure. An important omission is that of the d bands, whose upper level at L lies roughly 2.2 eV below the Fermi level, or 1.3 eV below the saddle. If that level repels the sp level in the transverse direction, with a coupling that keeps the neck radius fixed, the mass at the saddle itself falls from 0.29 to 0.21 electron masses, and $A$ falls by 26%. Along the normal the effect is less certain. If the d bands raise the inverse mass there by the amount that separates $m_e/m_\perp$ from one, namely 2.5, then $m_3$ grows to 0.29 electron masses and $A$ rises by 31%; that equality is a conjecture used to gauge the size, and symmetry does not support it. The upper d level at L is doubly degenerate, and momentum along the threefold axis cannot couple it to the nondegenerate saddle level. Only a nondegenerate d-like level, roughly 4 eV below the saddle, can change the mass along the normal. The 31% is therefore a generous upper gauge, less well founded than the transverse shift. Taken one at a time, these two shifts move the coefficient per atom to 0.028 and $0.049\ \mathrm{eV^{-3/2}}$. The value 0.037 is therefore an order-of-magnitude estimate, and a reliable figure needs the masses from a full band-structure calculation. Temperature hardly changes the occupation at the saddle: at 300 K, $k_BT=0.026$ eV, and the fraction of empty states at the saddle is about $8\times10^{-16}$. The kink therefore belongs to spectra that reach about 0.9 eV below the Fermi level, and thermal excitation at room temperature does not probe it. The numerical output lists the values behind these estimates.

## Values computed for the example and the checks

```
TEST CRYSTAL (energies in units of tx, one spin, per site)
hoppings tx, ty, tz = 1.0, 0.7, 0.5
formula coefficient A = 0.042816 tx^-3/2
saddle kz=pi: E0 = -2.40 tx, g(E0) = 0.116742 /tx
  computed A = 0.042815 tx^-3/2, exponent = 0.4999
  slope just above E0 = 0.02696 tx^-2
saddle ky=pi: E0 = -1.60 tx, g(E0) = 0.159893 /tx
  computed A = 0.042813 tx^-3/2, exponent = 0.4998
  slope just above E0 = 0.01129 tx^-2
band minimum: computed coefficient = 0.042824 tx^-3/2
COPPER L SADDLES (rough inputs)
lattice constant = 0.36 nm, gap at L = 5.0 eV
saddle depth below Fermi level = 0.9 eV, neck radius = 2.6 1/nm
upper d level below Fermi level = 2.2 eV
number of saddles = 4, volume per atom = 0.01166 nm^3
hbar^2/(2 m_e) = 0.03810 eV nm^2
distance Gamma-L = 15.115 1/nm
free-wave energy at L = 8.704 eV, coupling U = 2.50 eV
transverse mass = 0.2862 m_e
longitudinal mass = -0.1677 m_e
summed A = 4.9792e+55 J^-3/2 m^-3
summed A = 3.1932 eV^-3/2 nm^-3
summed A = 0.03725 eV^-3/2 per atom
free-electron Fermi energy = 7.090 eV
free-electron density of states = 0.2116 per eV and atom
0.01 eV below: root law 0.00372, counted 0.00373 per eV and atom
  counted/root - 1 = 0.13 %, root/free-electron = 1.76 %
0.10 eV below: root law 0.01178, counted 0.01194 per eV and atom
  counted/root - 1 = 1.36 %, root/free-electron = 5.57 %
0.50 eV below: root law 0.02634, counted 0.02814 per eV and atom
  counted/root - 1 = 6.86 %, root/free-electron = 12.45 %
NEGLECTED EFFECTS
lifetime half width = 0.05 eV
  broadened loss at E-E0 = -0.1 eV: 0.01212 per eV and atom
  broadened loss at E-E0 = +0.0 eV: 0.00589 per eV and atom
  broadened loss at E-E0 = +0.1 eV: 0.00286 per eV and atom
kT at 300 K = 0.02585 eV, empty fraction at saddle = 7.60e-16
transverse mass at L with d repulsion = 0.2115 m_e, change of A = -26.1 %
d shift of inverse mass = 2.494 /m_e
shifted longitudinal mass = -0.2883 m_e, change of A = 31.1 %
```
